# Drude Weight of a One-Dimensional Cosine Band at Zero Temperature, part 2

Electrons of charge $-e$ and spin $1/2$ hop with amplitude $t>0$ along a chain of lattice constant $a$, with band energy $E(k)=-2t\cos(ka)$. The problem is how strongly this band responds to a uniform field $F(t)$ along the chain, and what this means for the optics of a crystal of such chains. The earlier results hold for independent electrons at zero temperature. Gaussian units are used. The one-dimensional conductivity $\sigma$ is current $I$ divided by field, and $D$ is its Drude weight, the coefficient of $\delta(\omega)$ in $\mathrm{Re}\,\sigma$.

For $\nu$ electrons per site, or $n$ per length, the Fermi wavevector $k_F$ obeys $k_Fa=\pi\nu/2$. The field shifts all wavevectors by $q$, where $\hbar\dot q=-eF$, and

$$I=-\frac{4et}{\pi\hbar}\sin(k_Fa)\sin(qa).$$

For weak fields $dI/dt=(D/\pi)F$ and

$$\sigma(\omega)=\frac{i}{\pi}\frac{D}{\omega+i0^+},\qquad \boxed{D=\frac{4e^2ta}{\hbar^2}\sin(k_Fa)}$$

Also $D=2e^2v_F/\hbar$, with $v_F$ the Fermi velocity. At low filling (part (e)) $D\simeq\pi ne^2/m^*$, where $m^*=\hbar^2/(2ta^2)$ is the mass at the band bottom.

Part (f): on a ring of $N$ sites and length $L=Na$, whose bonds each carry the phase $\phi/N$, the ground-state energy $\mathcal E$ gives

$$D=\frac{\pi e^2}{\hbar^2L}\frac{d^2\mathcal E}{dq^2}=\frac{\pi e^2Na}{\hbar^2}\left.\frac{d^2\mathcal E}{d\phi^2}\right|_{\phi=0}.$$

This form survives interactions that depend on site occupations alone. The dimensionless weight is $d=D\hbar^2/(e^2ta)$. On an open chain (part (g)) the weight sits at small nonzero energies.

Part (h): with the free mass $m$ and total weight $W_{\rm tot}=\pi ne^2/m$, the Drude share for the cosine band is

$$\frac{D}{W_{\rm tot}}=\frac{m}{m^*}\,\frac{\sin(k_Fa)}{k_Fa}.$$

The rest is interband absorption. The sinusoidal crystal has $V=V_0\cos^2(\pi x/a)$, $a=0.38$ nm, $V_0=14.38$ eV and a lowest band 0.60 eV wide. Its Drude share at $\nu=0.6$ is 0.439.

### (i) A crystal of parallel chains

**Find the dielectric function for light polarized along the chains.**

**Solution.** Let each chain occupy the cross-section $A$. The current density is $I/A$, so the bulk conductivity is $\sigma/A$. For fields varying as $e^{-i\omega t}$, the conduction current and the displacement current in Maxwell's equation combine into

$$\varepsilon(\omega)=\varepsilon_b+\frac{4\pi i}{\omega}\frac{\sigma}{A}.$$

The constant $\varepsilon_b$ stands for the interband response, and it is assumed not to vary over the frequencies of interest. With $\sigma=iD/\pi\omega$,

$$\varepsilon=\varepsilon_b-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{4D}{A}=\frac{16e^2ta}{\hbar^2A}\sin(k_Fa).$$

For $\omega<\omega_p/\sqrt{\varepsilon_b}$ the dielectric function is negative and the refractive index imaginary. A thick, loss-free crystal then reflects all light of this polarization at normal incidence. Above this frequency the index is real and part of the light enters. The edge of total reflection is thus at $\omega_p/\sqrt{\varepsilon_b}$, and with $\varepsilon_b$ held fixed it varies with filling as $\sqrt{\sin(k_Fa)}$.

### (j) Worked example

**Evaluate the results for $t=0.15$ eV, $a=0.38$ nm, $A=0.60$ nm², $\nu=0.60$ and $\varepsilon_b=2.5$.**

**Solution.** These are rough typical values for quasi-one-dimensional organic charge-transfer conductors, in which flat molecules form conducting stacks. The filling gives

$$k_Fa=\frac{\pi(0.60)}{2}=0.9425,\qquad \sin(k_Fa)=0.8090,\qquad k_F=\frac{0.9425}{0.38\ \mathrm{nm}}=2.48\ \mathrm{nm^{-1}}.$$

The Fermi velocity is $1.40\times10^5$ m/s. The Drude weight of one chain is

$$D=4(0.8090)\frac{e^2ta}{\hbar^2}=6.13\times10^{15}\ \mathrm{cm^2/s^2}.$$

Division by $A=0.60\times10^{-14}$ cm² gives $D/A=1.022\times10^{30}\ \mathrm{s^{-2}}$, and

$$\omega_p=\sqrt{4(1.022\times10^{30})}\ \mathrm{s^{-1}}=2.02\times10^{15}\ \mathrm{s^{-1}},\qquad \hbar\omega_p=1.33\ \mathrm{eV}.$$

The reflection edge is at $1.331/\sqrt{2.5}=0.84$ eV, a vacuum wavelength of about 1470 nm.

The mass at the band bottom is $m^*=1.76\,m$. If the band is treated as the lowest one, as in part (h), the Drude share of the total weight is

$$\frac{0.8090}{1.759\times0.9425}=0.488.$$

This share belongs to the lowest-band model. In a real molecular stack the conduction band lies above filled bands, whose electrons also contribute to the total weight, so 0.488 should not be read as a property of the material. The values of $D$ and $\omega_p$ do not depend on it.

The sinusoidal crystal of part (h) has the same bandwidth, lattice constant and filling, yet its share is 0.439. Its lowest band is not a pure cosine, and this lowers $D$ by 10 % relative to the cosine band. The deviation depends on filling: for this potential it is $-15$ % at $\nu=0.2$, about $-1$ % at half filling and $+10$ % at $\nu=1.4$. The bandwidth alone therefore does not fix $D$ accurately at every filling. A molecular stack has a different potential, so the 10 % indicates a size and is not a correction to be applied.

### (k) Temperature and hopping between chains

**At fixed filling, find the leading change of $D$ from a small temperature and from a small hopping $t_\perp$ to neighbouring chains.**

**Solution.** Both effects replace the single Fermi energy of the chain by a narrow distribution of Fermi energies. Write $\theta$ for $k_Fa$ at Fermi energy $\epsilon$, so that $\epsilon=-2t\cos\theta$.

At temperature $T$ the occupation is the Fermi function $f$, which is a superposition of sharp steps:

$$f(E)=\int d\epsilon\left(-\frac{df}{d\epsilon}\right)\Theta(\epsilon-E).$$

Here $\Theta$ is the unit step. Filling and Drude weight are both linear in the occupation, so they are averages of the zero-temperature expressions over $\epsilon$, with weight $-df/d\epsilon$. This weight is symmetric about the chemical potential. Its variance is

$$(k_BT)^2\,4\int_0^\infty\frac{x\,dx}{e^x+1}=(k_BT)^2\,4\left(1-\frac1{2^2}+\frac1{3^2}-\dots\right)=\frac{\pi^2}{3}(k_BT)^2.$$

The first form follows from an integration by parts, and the series sums to $\pi^2/12$.

For interchain hopping, let the energy be $-2t\cos(ka)-2t_\perp\cos(k_\perp b)$, where $b$ is the spacing of the chains and $k_\perp$ the transverse wavevector. At given $k_\perp$ the chain is filled up to $\epsilon=\mu+2t_\perp\cos(k_\perp b)$, with $\mu$ the common Fermi energy. The average of the squared cosine is $1/2$, so the variance of $\epsilon$ is $2t_\perp^2$.

Now hold the filling fixed. Since filling is proportional to $\theta$, the average of $\theta$ stays at $k_Fa$. With $\theta=k_Fa+\delta\theta$ and $\langle\delta\theta\rangle=0$,

$$\langle\sin\theta\rangle\simeq\sin(k_Fa)\left(1-\tfrac12\langle\delta\theta^2\rangle\right).$$

From $d\epsilon/d\theta=2t\sin\theta$, the variance of $\theta$ to leading order is that of $\epsilon$ divided by $(2t\sin k_Fa)^2$. The relative changes are therefore

$$\left.\frac{\delta D}{D}\right|_T=-\frac{\pi^2}{6}\left(\frac{k_BT}{2t\sin k_Fa}\right)^2,\qquad \left.\frac{\delta D}{D}\right|_\perp=-\left(\frac{t_\perp}{2t\sin k_Fa}\right)^2.$$

The expansion fails near the empty and the full band, where the denominator becomes small.

In the example $2t\sin(k_Fa)=0.30\times0.8090=0.243$ eV. At 300 K, $k_BT=0.0259$ eV, and the first law gives $-1.87$ %, while the full numerical average gives $-2.04$ %. For $t_\perp=0.010$ eV, a rough value, both the law and the numerical average give $-0.17$ %. For independent electrons in this band, using the zero-temperature formula at room temperature thus causes an error of about 2 %.

### (l) Damping and strong fields

**Estimate the effect of a relaxation time $\tau$ with $\hbar/\tau=0.10$ eV, and of a field amplitude of 1 MV/cm inside the crystal.**

**Solution.** In the relaxation-time approximation, scattering adds $-I/\tau$ to the equation of motion:

$$\frac{dI}{dt}=\frac{D}{\pi}F-\frac I\tau,\qquad \sigma=\frac{D}{\pi}\frac{1}{1/\tau-i\omega}.$$

The delta function becomes a Lorentzian of half-width $1/\tau$ with the same area. The real part of the dielectric function is now

$$\mathrm{Re}\,\varepsilon=\varepsilon_b-\frac{\omega_p^2}{\omega^2+1/\tau^2},$$

which vanishes at $\omega^2=\omega_p^2/\varepsilon_b-1/\tau^2$. The zero moves from 0.842 eV to $\sqrt{0.842^2-0.10^2}=0.836$ eV, a shift of less than 1 %. The reflection below it is no longer total, because the crystal now absorbs.

At zero frequency damping matters far more. The bulk conductivity $D\tau/\pi A$ is proportional to $\tau$. With $\tau=6.6$ fs it is about 2400 S/cm. The mean free path is $v_F\tau=0.92$ nm, or 2.4 lattice constants, so $k_Fv_F\tau\simeq2.3$. A picture of Bloch waves that scatter rarely is then barely justified, and the dc value is a rough estimate.

For the strong field, let $F=F_0\cos\omega t$. Then $qa=-x\sin\omega t$ with $x=eF_0a/\hbar\omega$. The current contains

$$\sin(x\sin\omega t)\simeq x\sin\omega t-\frac{x^3}{6}\sin^3\omega t.$$

Since $\sin^3\omega t=(3\sin\omega t-\sin3\omega t)/4$, the response at the driving frequency is reduced by the factor $1-x^2/8$. At the reflection edge $x=0.038/0.842=0.045$, and the reduction is 0.025 %. Within the single-band model the band nonlinearity is negligible at this field and frequency. Heating is not: with the damping above the conductivity at the edge is about 33 S/cm, and the absorbed power of about $1.7\times10^{13}$ W/cm³ gives each electron an energy $k_BT$ at room temperature in less than a picosecond. Such a field is meaningful only in short pulses. At lower frequencies $x$ is larger.

### (m) Electron repulsion

**How does a repulsion $U$ between two electrons on the same site change the result?**

**Solution.** This repulsion depends on site occupations alone, so the flux formula of part (f) applies, with $\mathcal E$ the ground-state energy of the interacting ring. Small rings can be diagonalized without further approximation.

A ring of 10 sites with 6 electrons has the filling of the example. For $U=4t=0.60$ eV, equal to the bandwidth, $D$ is 0.888 times its value without repulsion on the same ring. The reduction of 11 % belongs to this ring size. On a ring of 70 sites with the same filling, the exact Bethe-ansatz equations give the ratio 0.881, a reduction of 12 %.

At half filling a strong repulsion removes most of the weight even on small rings. For $U=8t$, the dimensionless weight $d$, estimated from the ground-state energies at $\phi=0$ and $\phi=0.3$, is 0.30 on a ring of 6 sites and 0.021 on a ring of 10. The finite step in $\phi$ makes both values about 0.7 % smaller than the true curvature would give. Independent electrons on a long chain would have $d=4$. The fall by a factor of 14 is what one expects of a Mott insulator, in which repulsion blocks the motion of charge when every site holds one electron. Two sizes show the trend and do not prove the limit. The warning for the boxed formula is nevertheless clear: its maximum lies at the filling where repulsion removes the Drude weight. On a long chain the repulsion need not be strong: at half filling the Bethe-ansatz equations give $d=0.97$, 0.012 and $10^{-4}$ on 10, 30 and 50 sites for $U=4t$, and 3.2, 1.3 and 0.26 on 10, 50 and 102 sites for $U=2t$. The exact solution of this one-dimensional model is insulating at half filling for any $U>0$; a weaker $U$ only lengthens the distance over which $D$ decays.

### (n) Comparison with real conductors

**Which assumptions matter most for a real material?**

**Solution.** Quasi-one-dimensional organic charge-transfer conductors have bandwidths along the stacks of roughly half an electronvolt, and they reflect infrared light polarized along the stacks far better than light polarized across them. The example lies in this regime, and none of its parameters is far from typical. The assumption most clearly broken is that of independent electrons, since the repulsion on a molecule is comparable to the bandwidth. If the 11 % reduction from the small ring is taken over and $\varepsilon_b$ is held fixed, the edge moves by the factor $\sqrt{0.888}=0.94$, from 0.84 to about 0.79 eV. This estimate leaves out the absorption at nonzero frequency that repulsion creates in the single-band model. It holds 2 to 3 % of the band's weight. On the 10-site ring it is centred near 1.1 eV, above the edge, and it lowers the edge by only about 0.004 eV. The band shape may matter equally, as part (j) indicates. Many of these conductors also become insulating on cooling, so the formula describes their metallic state at higher temperature, where part (k) puts the thermal correction near 2 % for independent electrons in a rigid band; repulsion and fluctuations that precede the insulating state are not included in that figure. Finally, if a crystal contains two kinds of conducting stack, their weights per area must be added.

In doped silicon the carriers fill a very small part of a three-dimensional band. The analogue there is the low-filling limit of part (e), in which the weight grows in proportion to carrier density divided by effective mass. The decrease beyond half filling plays no part at such densities.

The remaining values are listed in the numerical output.

## Computed values

```
d = D hbar^2/(e^2 t a): electrons/site, ring, 4 sin(kF a)
  0.005  0.03142  0.03142
  0.405  2.37651  2.37648
  0.605  3.25447  3.25443
  1.005  3.99992  3.99988
  1.605  2.32568  2.32565
  1.995  0.03142  0.03142
  2.000  0.00000  0.00000
open chain, 800 sites: d = 3.2341
formula at example filling: d = 3.2361
weight above 0.1 t, 400 sites: 4.59 %
weight above 0.1 t, 800 sites: 2.30 %
strong-field current, largest error/peak: 3.9e-05
t = 0.15 eV, a = 0.38 nm, A = 0.6 nm^2
electrons per site = 0.6, eps_b = 2.5
kF a = 0.9425 rad, sin(kF a) = 0.8090
kF = 2.480 1/nm
Fermi velocity = 1.401e+05 m/s
D per chain = 6.131e+15 cm^2/s^2
D/A = 1.022e+30 1/s^2
plasma frequency = 2.022e+15 rad/s
plasma energy = 1.331 eV
reflection edge = 0.842 eV = 1473 nm
band-bottom mass m*/m = 1.759
Drude share of total weight, cosine band = 0.488
sinusoidal crystal: recoil = 2.604 eV
  potential depth = 14.38 eV
  Drude share = 0.439, interband = 0.561
  full band: Drude 0.000, interband 1.000
  D change from non-cosine shape = -10.1 %
T = 300 K, kT = 0.02585 eV
  D change = -2.04 %, law -1.87 %
interchain hopping = 0.01 eV
  D change = -0.170 %, law -0.170 %
damping hbar/tau = 0.1 eV, tau = 6.58 fs
  damped edge = 0.836 eV
  dc conductivity = 2382 S/cm
  mean free path = 0.92 nm
field = 1.0 MV/cm at edge: q a = 0.0452 rad
  response change = -0.0255 %
Hubbard ring, 10 sites, 6 electrons, U = 0.60 eV
  D(U)/D(0) = 0.888
half-filled ring, U = 8t: d(6 sites) = 0.3013
half-filled ring, U = 8t: d(10 sites) = 0.0214
```
